Hyperfine fields of high-spin Fe3+ and Fe2+: contact, orbital, dipolar terms

**Problem**

In Moessbauer spectra of magnetically ordered solids, high-spin Fe3+ (3d⁵, S = 5/2) shows a field of very roughly 55 T at the nucleus, or about 11 T per unpaired spin. High-spin Fe2+ (3d⁶, S = 2) usually shows smaller fields that depend on the direction of the spin.

(a) Find the terms that make up the field and explain the Fe3+ value.

(b) Find the field of Fe2+ when its sixth 3d electron occupies the xy orbital, for a spin saturated along z and along x.

(c) Repeat (b) for the spin along z when xz and yz are degenerate and lowest.

For (b) the orbitals xz and yz lie δ = 1000 cm⁻¹ above xy, and x²−y² and 3z²−r² lie Δ = 10000 cm⁻¹ above it. For (c) xz and yz are at zero, xy at δ, and the other two at Δ. The one-electron spin-orbit constant is ζ = 400 cm⁻¹. These are round model parameters.

**A tempting solution**

Each unpaired spin gives 11 T. Fe3+ has five, so its field is 55 T. Fe2+ has four, so its field is 4 × 11 T = 44 T. The crystal field quenches the orbital moment, so there is no orbital field. The dipolar field of an electron cloud centred on the nucleus averages to zero. The field is therefore 44 T for every spin direction and for every choice of the sixth orbital.

**Where it fails**

The two dismissals hold for Fe3+ and are carried over to Fe2+ without a reason. A dipolar field averages to zero if the spin density is spherical; one electron in one d orbital is not spherical. Quenching removes the orbital moment of a nondegenerate level at zeroth order in the spin-orbit coupling, but a part of first order remains, and for a degenerate level there may be no quenching at all. Besides, 11 T per spin is a rough summary of data. It is not a property that an electron carries from one ion to another.

**The three fields**

Let s be an electron spin in units of ħ, with magnetic moment −2μ_B s (spin g-factor 2). An electron at r with velocity v produces at the origin, by the Biot-Savart law,

B = (μ0/4π)(−e) v × (−r)/r³ = −(μ0/4π) e (r × v)/r³.

Since r × v = ħl/m_e and eħ/m_e = 2μ_B, the orbital field is

B_orb = −(μ0/4π) 2μ_B l/r³.

A moment m at r, away from the nucleus, gives (μ0/4π)[3r̂(m·r̂) − m]/r³. With m = −2μ_B s,

B_dip = −(μ0/4π) 2μ_B [3r̂(s·r̂) − s]/r³.

Spin density at the nucleus itself needs separate care. Take a small sphere of radius a around the nucleus with uniform magnetization M. It is equivalent to a surface current M sinθ. The ring between θ and θ + dθ carries the current M sinθ a dθ and has radius a sinθ, so the field at the centre is

B = ∫ μ0 (M sinθ a dθ)(a sinθ)²/(2a³) = (μ0M/2) ∫₀^π sin³θ dθ = (2/3)μ0M.

This does not depend on a, so it survives as the sphere shrinks. If ρ_s = ρ↑ − ρ↓ is the spin density, with "up" along the total spin S, then M = −μ_Bρ_s, and

B_c = −(2/3)μ0μ_B ρ_s(0).

All components below are counted positive along S, that is, opposite to the spin moment. For the 3d shell it is convenient to define

P = (μ0/4π) 2μ_B⟨r⁻³⟩.

**Fe3+: the contact field alone**

The five majority electrons fill each d orbital once. Their density is proportional to Σ_m|Y_2m|² = 5/4π, which is spherical, so the dipolar field vanishes. The orbital momentum vanishes too: the m values add to zero, and a ladder operator L± moves an electron into an orbital already occupied with the same spin. Hence L = 0, and the field is B_c.

The 3d orbitals start as r² and have no density at the nucleus. The contact field must come from the closed s shells. In unrestricted Hartree-Fock theory an s electron with spin up feels exchange with the five majority 3d electrons, and one with spin down does not. The two partners of each shell therefore have slightly different radial functions, and

ρ_s(0) = Σ_n [ |φ_ns↑(0)|² − |φ_ns↓(0)|² ].

For the free Fe3+ ion this calculation gives 5.64 T from 1s, 183.85 T from 2s and −114.73 T from 3s:

B_c = 5.64 + 183.85 − 114.73 = 74.76 T.

A plausible reading of the signs is that exchange attracts spin-up electrons towards the 3d shell. This would draw the inner 2s shell outwards, away from the nucleus, and the outer part of 3s inwards. The calculation gives the signs but does not test this picture.

The sum is positive: the field points along S, against the moment. Per unpaired spin it is 74.76/5 = 14.95 T, which is 36% above 11 T. So core polarization explains the sign and the order of magnitude of the rule, not its number. A separate radial calculation gives 75.01 T, so the excess is not a basis error. The net difference from the rule must come from what the model leaves out: electron correlation, relativity, covalency and fields from neighbouring ions. These need not all act in the same direction, and the calculation does not separate them.

**Fe2+: contact field**

Now one electron with spin down is added, so M_S = 5/2 − 1/2 = 2. Down-spin s electrons also feel exchange with one 3d electron, and the polarization weakens. The same method, with every orbital kept a pure s, p or d function so that s and d do not mix, gives, for the sixth electron in xy,

B_c = 3.91 + 135.39 − 74.85 = 64.45 T,

or 16.11 T per unpaired spin. Scaling the Fe3+ result by the number of spins would give 4 × 14.95 = 59.80 T. Even the contact term alone is not strictly additive.

The minority 3d orbital has ⟨r⁻³⟩ = 4.734 a0⁻³. One a0⁻³ corresponds to 12.517 T, so

P = 12.517 × 4.734 = 59.26 T.

This scale is nearly as large as the contact field, so the terms dropped in the tempting solution cannot be assumed small.

**Fe2+: dipolar field**

The five majority electrons still give nothing if they share one radial function, as is assumed here. Any dipolar field from closed shells that the sixth electron polarizes unevenly is neglected too. In the unrestricted spin density these two neglected parts lower the size of the dipolar field by 0.3 to 1 T along z and by half of that along x, depending on which angular mixings are allowed. The sixth electron has spin −1/2 along the direction n of S. Its field along n is

B_dip,n = −P(−1/2) q_nn = (P/2) q_nn, with q_nn = ⟨3r̂_n² − 1⟩.

Let x, y, z now be the components of r̂. The normalized xy orbital has angular density (15/4π)x²y², so ⟨z²⟩ is 15 times the spherical average of x²y²z². Such averages follow from three independent Gaussian variables of unit variance. Their sixth-order moment is the angular average times the mean of r⁶, which is 3 × 5 × 7 = 105. The moment of x²y²z² is 1 and that of x⁴y² is 3, so the angular averages are 1/105 and 3/105. Therefore

⟨z²⟩ = 15/105 = 1/7, ⟨x²⟩ = ⟨y²⟩ = 45/105 = 3/7,

q_zz = 3/7 − 1 = −4/7, q_xx = q_yy = 9/7 − 1 = 2/7.

The dipolar fields are

along z: −2P/7 = −16.93 T; along x: +P/7 = +8.47 T.

The sum over x, y and z is zero. This is the sense in which a dipolar field "averages out": over spin directions, not for a given one.

**Fe2+: orbital field**

A real, nondegenerate orbital has ⟨l⟩ = 0, because l = −i r × ∇ is Hermitian and purely imaginary. Spin-orbit coupling mixes in other orbitals with imaginary coefficients and restores part of the moment.

Within the ⁵D term the coupling ζΣ l_i·s_i has the form λL·S. To find λ, compare the z parts in the state with M_S = 2. The filled majority shell gives zero, and the sixth electron gives −(ζ/2)l_z. Since L_z equals its l_z, and λL_zS_z = 2λL_z,

λ = −ζ/4 = −100 cm⁻¹.

Let the spin be saturated along n. The operator L_n does not change the spin state, so at first order it connects the ground state only to admixtures with the same spin state. These come from λL_nS_n, because the transverse spin components have zero mean. With S_n = S,

|ψ⟩ = |0⟩ − Σ_k |k⟩ λS⟨k|L_n|0⟩/(E_k − E_0).

Both cross terms in ⟨ψ|L_n|ψ⟩ are equal, so

⟨L_n⟩ = −2λS Σ_k |⟨k|L_n|0⟩|²/(E_k − E_0).

The same sum gives the g-shift. The second-order cross term between λL_nS_n and the Zeeman term μ_BB L_n is μ_BB⟨L_n⟩, and by definition of g_n it equals μ_BB(g_n − 2)S. Thus ⟨L_n⟩ = (g_n − 2)S.

The matrix elements follow by differentiation:

L_z(xy) = −i(x∂_y − y∂_x)xy = −i(x² − y²),

L_x(xy) = −i(y∂_z − z∂_y)xy = i xz.

If xy is normalized by a factor N, then x²−y² is normalized by N/2. So L_z|xy⟩ = −2i|x²−y²⟩, with squared element 4, and L_x|xy⟩ = i|xz⟩, with squared element 1. Hence

g_z − 2 = 8|λ|/Δ = 0.080, g_x − 2 = 2|λ|/δ = 0.200.

Since λ is negative, L is parallel to S, and the orbital field −P⟨L_n⟩ opposes the contact field:

along z: −59.26 × 2 × 0.080 = −9.48 T; along x: −59.26 × 2 × 0.200 = −23.70 T.

**Answer to (b)**

For an orbital singlet, with each of the three fields taken at its own leading order (the first correction to the dipolar field is of the same order in λ as the orbital field, and is treated below),

B_n = B_c − PS(g_n − 2) + (P/2)q_nn,

B_z = 64.45 − 9.48 − 16.93 = 38.04 T,

B_x = 64.45 − 23.70 + 8.47 = 49.22 T.

Relative to Fe3+, the z field is lower by 36.72 T. Of this, 10.31 T is the loss of contact field, and 26.41 T comes from the two terms that the tempting solution dropped. Along x these terms partly cancel, and the reduction is milder.

Diagonalizing the full 25-state ⁵D term, with an energy of 200 cm⁻¹ per unit of S_n to align the spin, gives 40.78 T along z and 48.18 T along x. These are 0.545 and 0.644 of the Fe3+ field. Both depend on the alignment energy, which is a model choice. Between 50 cm⁻¹ and the fully saturated limit they run from 41.2 to 38.1 T along z and from 47.5 to 50.9 T along x. At 20 cm⁻¹ the spin along z is no longer saturated.

**What the formula leaves out**

The largest change along z is in the dipolar term, from −16.93 to −14.95 T. It can be traced. Unlike L_n, the dipolar operator can flip the spin, so it also sees first-order admixtures with M_S = 1.

Write the dipolar sum as D_z = Σ_i[3r̂_z(s_i·r̂_i) − s_iz], so that B_dip = −PD_z. For the stretched state D_z = −q_zz/2. With S = 2 and rotational symmetry in spin space, the operator is

D_z = −(1/4) Σ_b S_bQ_zb, with Q_zb = 3r̂_zr̂_b − δ_zb

acting on the sixth electron's orbital.

The flipping part of the coupling uses L_x|xy⟩ = i|xz⟩ and L_y|xy⟩ = −i|yz⟩. For spin 2, the M_S = 1 parts are S_x|2⟩ → |1⟩ and S_y|2⟩ → i|1⟩. Together they give

λ(L_xS_x + L_yS_y)|xy, 2⟩ = λ(i|xz⟩ + |yz⟩)|1⟩.

The admixed states lie at δ + 200 = 1200 cm⁻¹, since one unit of S_z is lost. The admixture is therefore (1/12)(i|xz⟩ + |yz⟩)|1⟩.

The needed orbital elements are

⟨xy|Q_zx|yz⟩ = ⟨xy|Q_zy|xz⟩ = 3 × 15/105 = 3/7,

while the other two vanish by parity. With ⟨2|S_x|1⟩ = 1 and ⟨2|S_y|1⟩ = −i, the change of ⟨D_z⟩, including the complex conjugate, is

2 × (−1/4)(1/12)[3/7 + (−i)(i)(3/7)] = −1/28.

Thus ⟨D_z⟩ = 2/7 − 1/28 = 1/4, and the dipolar field becomes −59.26/4 = −14.8 T, close to the diagonalized −14.95 T. The remaining difference is of higher order in the coupling.

When ζ is reduced a hundredfold, the tests require ⟨L_n⟩ to agree with its formula within 2%, and the dipolar sum within 0.002. They hold in all three cases treated here.

**Answer to (c): an orbital doublet**

The singlet formula contains 1/(E_k − E_0) and breaks down when the excited orbital approaches the ground orbital. It needs S|λ| ≪ δ, so that the admixtures stay small. The orbital moment does not diverge; degenerate perturbation theory must be used.

With xz and yz degenerate, the combinations (xz ± i yz)/√2, up to a phase, have L_z = ±1. For M_S = 2 the coupling λL_zS_z gives them energies ±2λ. Because λ < 0, the state with L_z = +1 is lowest. The orbital moment is then of order one, however weak the coupling, provided that it exceeds other splittings of the doublet. The orbital field is −P = −59.26 T.

The angular density is (15/8π)z²(x² + y²), so

⟨z²⟩ = (15/2)(3/105 + 3/105) = 3/7, q_zz = 2/7,

and the dipolar field is +P/7 = +8.47 T. Taking the contact field found for xy,

B_z = B_c − P + P/7 = 64.45 − 59.26 + 8.47 = 13.66 T.

Diagonalization with the same alignment energy gives 11.34 T, only 0.152 of the Fe3+ field; in the fully saturated limit it rises to 13.6 T. The small result is a near cancellation of two large fields, not a sign that each is weak.

**How far to trust the numbers**

Two decimals are kept above only so that the sums can be followed, and the last digit of a sum may differ from the output by rounding. The two Fe3+ calculations already differ by 0.25 T. A change of basis moves the contact field of either ion by about 0.3 T and single shell contributions by up to about 0.7 T, while P keeps the digits shown.

Hartree-Fock overshoots the 11 T rule, so it is useful to see what the rule's own contact value would do. Put B_c = 44 T for Fe2+ and keep the leading-order orbital and dipolar terms:

xy, along z: 44 − 9.48 − 16.93 = 17.6 T;

xy, along x: 44 − 23.70 + 8.47 = 28.8 T;

xz/yz, along z: 44 − 59.26 + 8.47 = −6.8 T.

The order of the three cases is unchanged. The reductions from the Fe3+ value, now 55 T, are nearly the same in tesla as before, but they are larger fractions of that smaller field. In the doublet case the field reverses and points along the spin moment. This is an estimate of sensitivity, not a better prediction: covalency would also change P, which is kept here at its free-ion value. Where large terms nearly cancel, even the sign of the total is uncertain at this level. The reduction itself is limited to cases like these three. If xy and x²−y² are degenerate and lowest, then L_z = 2, and the field is B_c − 2P − 2P/7 = 44 − 118.52 − 16.93 = −91.5 T, reversed and larger in size than that of Fe3+.

The results also assume a static, saturated spin. If the spin fluctuates fast compared with the nuclear precession, the nucleus sees a thermal average. For Fe3+ the field then scales with ⟨S⟩. For Fe2+ the total need not follow ⟨S⟩. In the doublet, the state with M_S = 1 keeps L_z = +1 at leading order. Its contact and dipolar fields are halved, but its orbital field is still −P. The total is then 32.23 − 59.26 + 4.23 = −22.80 T, against 13.66 T for M_S = 2. Both are leading-order values. Diagonalization gives −26.1 T for this state, where the dipolar part drops to about +0.8 T. Excited orbital states, once populated, bring orbital and dipolar fields of their own.

The shell contributions and the diagonalized fields are listed in the numerical output.

Values computed for the example and the checks

```
Fields in T, positive along the electron spin S
contact field per unit spin density: 52.430 T a0^3
3d field scale per unit <r^-3>: 12.517 T a0^3
basis check, 1s density / closed form: 0.9967
basis check, 3d <r^-3> / closed form: 0.9994
Fe3+ 1s: spin density -0.1076 a0^-3, field 5.64 T
Fe3+ 2s: spin density -3.5066 a0^-3, field 183.85 T
Fe3+ 3s: spin density 2.1882 a0^-3, field -114.73 T
Fe3+ total spin density at nucleus: -1.4259 a0^-3
Fe2+ 1s: spin density -0.0745 a0^-3, field 3.91 T
Fe2+ 2s: spin density -2.5823 a0^-3, field 135.39 T
Fe2+ 3s: spin density 1.4276 a0^-3, field -74.85 T
Fe2+ total spin density at nucleus: -1.2292 a0^-3
Fe3+ contact field: 74.76 T, per unpaired spin 14.95 T
Fe3+ contact field, separate radial calculation: 75.01 T
Fe2+ contact field: 64.45 T, per unpaired spin 16.11 T
per-spin field / 11 T rule: Fe3+ 1.359, Fe2+ 1.465
Fe3+ largest orbital or dipolar matrix element: 3.0e-15
Fe3+ <r^-3> of 3d: 5.743 a0^-3, radial 5.744 a0^-3
Fe2+ <r^-3> of minority 3d: 4.734 a0^-3
Fe2+ field scale P: 59.26 T
Fe2+ contact parameter Bc/(P S): 0.544
q of xy along x, y, z: 0.2857 0.2857 -0.5714
Delta 10000, delta 1000, zeta 400, lambda -100 cm^-1
spin-alignment energy: 200 cm^-1
g-2 for xy: along z 0.080, along x 0.200
Fe2+ xy, spin along z: <S> 1.9895, <L> 0.1414 (diagonalization)
  formula: contact 64.45, orbital -9.48, dipolar -16.93, total 38.04 T
  diagonalization: contact 64.11, orbital -8.38, dipolar -14.95, total 40.78 T
Fe2+ xy, spin along x: <S> 1.9893, <L> 0.3827 (diagonalization)
  formula: contact 64.45, orbital -23.70, dipolar 8.47, total 49.21 T
  diagonalization: contact 64.10, orbital -22.68, dipolar 6.76, total 48.18 T
Fe2+ xz/yz, spin along z: <S> 1.9876, <L> 0.9939 (diagonalization)
  formula: contact 64.45, orbital -59.26, dipolar 8.47, total 13.66 T
  diagonalization: contact 64.05, orbital -58.89, dipolar 6.19, total 11.34 T
Fe2+ / Fe3+ field: xy z 0.545, xy x 0.644, xz/yz z 0.152
```
